\section*{Gap and order parameter in the renormalized mean-field t-J model}

\section{Problem}

Electrons on a square lattice obey the nearest-neighbour $t$-$J$ model
\begin{equation}
H=-t\sum_{\langle ij\rangle\sigma}P\,(c^\dagger_{i\sigma}c_{j\sigma}+\mathrm{h.c.})\,P
+J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j ,
\end{equation}
where $P$ forbids double occupancy. There are $x$ holes per site, the temperature is zero, $\hbar=1$, and the lattice constant is the unit of length. Take as trial state $|\Psi\rangle=P|\psi_0\rangle$, where $|\psi_0\rangle$ is a BCS state without magnetic order. In $H$, $P$ is the plain projector. In the trial state it also weights empty sites relative to singly occupied ones, so that the mean density is the same in both states. In the Gutzwiller approximation, expectation values of hopping and exchange in $|\Psi\rangle$ are those in $|\psi_0\rangle$ multiplied by
\begin{equation}
g_t=\frac{2x}{1+x},\qquad g_s=\frac{4}{(1+x)^2}.
\end{equation}

For $d$-wave pairing, find how the gap and the superconducting order parameter depend on $x$. The order parameter is the singlet pair amplitude on an $x$ bond in the state $|\Psi\rangle$. At which doping is it largest, and does superconductivity end at a definite doping? For numbers use the round values $t=0.3$ eV and $J=0.1$ eV.

\section{A tempting solution}

\subsection*{The energy}

Let $\langle\cdot\rangle_0$ denote an expectation value in $|\psi_0\rangle$. Define the real bond amplitudes
\begin{equation}
\chi=\sum_\sigma\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle_0,\qquad
\Delta_{ij}=\langle c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}-c^\dagger_{i\downarrow}c^\dagger_{j\uparrow}\rangle_0 ,
\end{equation}
with $\Delta_{ij}=\Delta$ on $x$ bonds and $-\Delta$ on $y$ bonds. For singlet pairing the two terms of $\Delta_{ij}$ contribute equally, so $\langle c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}\rangle_0=\Delta_{ij}/2$.

Wick's theorem gives the exchange energy. The connected density correlations are
\begin{align}
\langle n_{i\sigma}n_{j\sigma}\rangle_{0,c}
&=\langle c^\dagger_{i\sigma}c_{j\sigma}\rangle_0\langle c_{i\sigma}c^\dagger_{j\sigma}\rangle_0=-\frac{\chi^2}{4},\\
\langle n_{i\uparrow}n_{j\downarrow}\rangle_{0,c}
&=-\langle c^\dagger_{i\uparrow}c^\dagger_{j\downarrow}\rangle_0\langle c_{i\uparrow}c_{j\downarrow}\rangle_0=+\frac{\Delta^2}{4}.
\end{align}
The last sign is positive because $\langle c_{i\uparrow}c_{j\downarrow}\rangle_0=-\Delta_{ij}/2$. The disconnected parts cancel in $S^z_iS^z_j$, since neither spin is favoured. Spin-rotation symmetry supplies a factor of three:
\begin{equation}
\langle\mathbf S_i\cdot\mathbf S_j\rangle_0
=3\cdot\frac14\left[2\left(-\frac{\chi^2}{4}\right)-2\,\frac{\Delta^2}{4}\right]
=-\frac38(\chi^2+\Delta^2).
\end{equation}
There are two bonds per site, and hopping in both directions gives $2\chi$ per bond. The energy per site is therefore
\begin{equation}
e=-4g_tt\chi-\frac34g_sJ(\chi^2+\Delta^2).
\label{eq:e}
\end{equation}

\subsection*{The self-consistency equations}

Write the BCS state with $v_{\mathbf k}^2=(1-\cos\theta_{\mathbf k})/2$ and $2u_{\mathbf k}v_{\mathbf k}=\sin\theta_{\mathbf k}$. Let $\langle\cdots\rangle$ without a subscript be the average over the Brillouin zone, and define
\begin{equation}
\gamma=\frac{\cos k_x+\cos k_y}{2},\qquad \eta=\frac{\cos k_x-\cos k_y}{2}.
\end{equation}
Since $\langle\gamma\rangle=0$, Fourier transformation of the bond amplitudes and the density gives
\begin{equation}
\chi=\langle2v^2\gamma\rangle=-\langle\gamma\cos\theta\rangle,\quad
\Delta=\langle\eta\sin\theta\rangle,\quad
x=1-\langle2v^2\rangle=\langle\cos\theta\rangle .
\end{equation}

At fixed $x$ the factors $g_t$ and $g_s$ are constants. Minimize $e-\mu\langle1-\cos\theta\rangle$, where the multiplier $\mu$ fixes the density. (The derivative of the energy with respect to density would also contain derivatives of $g_t$ and $g_s$, so $\mu$ is not the full chemical potential.) With
\begin{equation}
A=-\frac{\partial e}{\partial\chi}=4g_tt+\frac32g_sJ\chi,\qquad
D=-\frac{\partial e}{\partial\Delta}=\frac32g_sJ\Delta ,
\end{equation}
the derivative with respect to one angle $\theta_{\mathbf k}$ is proportional to
\begin{equation}
-A\gamma\sin\theta-D\eta\cos\theta-\mu\sin\theta=0 .
\end{equation}
Setting $\xi=-A\gamma-\mu$ turns this into $\xi\sin\theta=D\eta\cos\theta$. Of its two solutions, the one that minimizes the linearized energy $-\xi\cos\theta-D\eta\sin\theta$ is
\begin{equation}
\cos\theta=\frac{\xi}{E},\qquad \sin\theta=\frac{D\eta}{E},\qquad E=\sqrt{\xi^2+D^2\eta^2}.
\end{equation}
Inserting it in the averages, and dividing the pairing equation by $\Delta\neq0$, gives
\begin{equation}
\chi=-\left\langle\frac{\gamma\xi}{E}\right\rangle,\qquad
1=\frac32g_sJ\left\langle\frac{\eta^2}{E}\right\rangle,\qquad
x=\left\langle\frac{\xi}{E}\right\rangle .
\label{eq:sc}
\end{equation}

\subsection*{Half filling and finite doping}

At $x=0$ we have $g_t=0$ and $g_s=4$. The shift of $\mathbf k$ by $(\pi,\pi)$ reverses $\gamma$ and $\eta$, so $\mu=0$ satisfies the density equation. Try $\chi=\Delta$. Then $E=6J\chi R$ with $R=\sqrt{\gamma^2+\eta^2}$, and the other two equations become $\chi=\langle\gamma^2/R\rangle$ and $\chi=\langle\eta^2/R\rangle$. They agree, because the shift $k_y\to k_y+\pi$ exchanges $\gamma$ and $\eta$. Half their sum is
\begin{equation}
\chi=\Delta=\frac12\langle R\rangle
=\frac12\left\langle\sqrt{\frac{\cos^2k_x+\cos^2k_y}{2}}\right\rangle=0.3387 ,
\end{equation}
by numerical quadrature. Hence $D=6\times0.1\times0.3387=0.203$ eV.

For $x>0$, equations (\ref{eq:sc}) were solved with a root finder, the zone averages being sums over a fine momentum grid. The doping was raised from zero in steps of 0.01, each solution guiding the next. Some of the results are:

\begin{center}
\begin{tabular}{cccc}
$x$ & $\chi$ & $\Delta$ & $D$ (eV)\\
0.00 & 0.339 & 0.339 & 0.203\\
0.05 & 0.368 & 0.297 & 0.162\\
0.10 & 0.380 & 0.258 & 0.128\\
0.15 & 0.386 & 0.218 & 0.099\\
0.20 & 0.388 & 0.172 & 0.072\\
0.25 & 0.386 & 0.117 & 0.045\\
0.30 & 0.381 & 0.059 & 0.021
\end{tabular}
\end{center}

The tempting conclusion is this: ``The pair amplitude is $\Delta$. It is largest at half filling, so superconductivity is strongest there. A straight line through the last two values of $D$ reaches zero at $x\approx0.34$, where superconductivity ends.''

\section{The fault}

The equations and the table are sound within the approximation. Both statements in the conclusion are wrong.

The first takes $\Delta$, an expectation value in $|\psi_0\rangle$, for the order parameter, which was defined in $|\Psi\rangle$. At $x=0$ the projected state has one electron on every site. Adding a pair on a bond would create double occupancy, so the pair amplitude in $|\Psi\rangle$ is zero, whatever the value of $\Delta$. The energy was renormalized by the projection, but the pair operator was not.

The second extrapolates a curve beyond the computed range without asking what the gap equation does when $D$ becomes small.

\section{The right solution}

\subsection*{Projecting the pair operator}

On each site write $P_i=\lambda_0|0\rangle\langle0|+\lambda_1\sum_\sigma|\sigma\rangle\langle\sigma|$. In $|\psi_0\rangle$ each spin has occupation $(1-x)/2$. There is no on-site pairing or magnetization, so the two spins on a site are independent. The site is empty with probability $(1+x)^2/4$ and holds a single electron of given spin with probability $(1-x^2)/4$. After projection these probabilities must be $x$ and $(1-x)/2$, which requires
\begin{equation}
\lambda_0^2=\frac{4x}{(1+x)^2},\qquad \lambda_1^2=\frac{2}{1+x}.
\end{equation}

Removing an electron of spin $\sigma$ is possible in the projected space only if the opposite spin $\bar\sigma$ is absent:
\begin{equation}
P_ic_{i\sigma}P_i=\lambda_0\lambda_1(1-n_{i\bar\sigma})c_{i\sigma}.
\end{equation}
To leading order in the amplitudes between sites, $n_{i\bar\sigma}$ may be replaced by its mean, since contracting it with another site costs further such amplitudes. Each removal or addition of an electron then acquires the factor
\begin{equation}
\lambda_0\lambda_1\,\frac{1+x}{2}
=\sqrt{\frac{8x}{(1+x)^3}}\;\frac{1+x}{2}=\sqrt{\frac{2x}{1+x}} .
\end{equation}
Hopping contains two such operators on different sites, which gives $g_t$. So does the pair operator, and it acquires the same factor. A spin operator acts on singly occupied sites alone, so it acquires $\lambda_1^2$, and two of them give $g_s=\lambda_1^4$. The order parameter is thus
\begin{equation}
\Phi=g_t\Delta=\frac{2x}{1+x}\,\Delta(x).
\label{eq:phi}
\end{equation}
On the real lattice, for $x\le0.30$, $\chi$ lies between 0.34 and 0.39 and $\Delta$ is as large as 0.34, not infinitesimal, so these factors are an approximation and not a controlled expansion.

\subsection*{The dome}

Near half filling $\Delta$ tends to a nonzero value, and (\ref{eq:phi}) gives
\begin{equation}
\Phi\simeq2x\,\Delta(0)=0.677\,x .
\end{equation}
At $x=0.002$ the full solution has $\Phi/x=0.672$, lower than the limiting slope by 0.7\% of that slope. The order parameter starts from zero at the doping where the gap amplitude is largest.

As an example take $x=0.10$. The factors are $g_t=0.2/1.1=0.1818$ and $g_s=4/1.21=3.306$. With $\chi=0.3802$ and $\Delta=0.2582$,
\begin{align}
A&=4(0.1818)(0.3)+1.5(3.306)(0.1)(0.3802)=0.407\ \text{eV},\\
D&=1.5(3.306)(0.1)(0.2582)=0.128\ \text{eV},\\
\Phi&=0.1818\times0.2582=0.047 .
\end{align}
The same product at other dopings gives

\begin{center}
\begin{tabular}{cccccccc}
$x$ & 0 & 0.05 & 0.10 & 0.15 & 0.20 & 0.25 & 0.30\\
$\Phi$ & 0 & 0.028 & 0.047 & 0.057 & 0.057 & 0.047 & 0.027
\end{tabular}
\end{center}

The maximum follows from $d\ln\Phi/dx=0$. Since $d\ln g_t/dx=1/x-1/(1+x)$, the condition is
\begin{equation}
\frac{1}{x(1+x)}=-\frac{1}{\Delta}\frac{d\Delta}{dx}.
\end{equation}
The relative growth of $g_t$ then balances the relative fall of $\Delta$. A numerical search for the maximum gives $x=0.178$, $\Phi=0.058$ and $\Delta=0.1935$. The left side is $1/(0.178\times1.178)=4.8$. On the right, the values $\Delta=0.2179$ at $x=0.15$ and $0.1719$ at $x=0.20$ give $(0.0460/0.05)/0.1935=4.8$, as required.

At this maximum the gap amplitude is $D=0.084$ eV, or 0.0031 hartree, well below its value at half filling. It is the magnitude of the gap function $D\eta$ at $(\pi,0)$, where $\eta=-1$ and $\gamma=0$. The quasiparticle energy at that point is $\sqrt{\mu^2+D^2}=0.104$ eV, larger than $D$ because the point lies off the Fermi line. The smallest excitation energy is zero: on the diagonals $k_x=\pm k_y$ the gap function vanishes, and $E=0$ where they cross the line $\xi=0$.

\subsection*{Is the $d$-wave state favoured?}

Equations (\ref{eq:sc}) locate a stationary point, so energies must be compared. For $x=0.10$, equation (\ref{eq:e}) gives
\begin{equation}
e=-0.0830-0.2479\,(0.1446+0.0667)=-0.1353\ \text{eV}.
\end{equation}
The unpaired state is the Fermi sea filled in order of decreasing $\gamma$, with $\Delta=0$ in (\ref{eq:e}). It lies 0.0070 eV per site higher. Extended $s$-wave pairing has the same sign on $x$ and $y$ bonds, so $\eta$ is replaced by $\gamma$ in the gap function. Varying the ratio $D/A$ between 0.05 and 3 at fixed density gives a lowest energy of $-0.1282$ eV, at the weak-pairing end of the range. This is above the $d$-wave state, and it is not even below the unpaired state at $-0.1353+0.0070=-0.1283$ eV, so in this range extended $s$-wave pairing gains no energy. The comparison is approximate, because this state has some on-site pairing, which was assumed absent in deriving $g_t$ and $g_s$.

At $x=0.20$ the energy gain over the unpaired state is 0.0016 eV per site. Both this gain and the gap are smaller than at $x=0.10$, yet $\Phi$ is larger, 0.057 against 0.047. A larger order parameter therefore does not imply a larger energy gain from pairing.

\subsection*{Why the gap falls}

Doping lowers $g_s$, which weakens the pairing interaction, and raises $g_t$, which widens the band. To separate the two effects, solve (\ref{eq:sc}) at $x=0.20$ with one factor held at its $x=0.10$ value. The ordinary solutions have $D=0.128$ eV at $x=0.10$ and $0.072$ eV at $x=0.20$, a loss of 0.056 eV. Holding $g_t$ gives $D=0.096$ eV, and holding $g_s$ gives $0.095$ eV. Each replacement restores a little over two fifths of the loss, so in this range the two effects are of similar size. Their separate contributions need not add up to the whole, because the equations are nonlinear and the electron density also changes.

\subsection*{Does superconductivity end?}

Consider a weak gap on top of the unpaired state at fixed $x$, with $0<x<1$. Let $\xi$ now be the unpaired dispersion, and define the pairing-weighted density of states $N_\eta=\langle\eta^2\delta(\xi)\rangle$. It is positive, because $\eta$ vanishes at only four points of the Fermi line. Let $W$ be an energy of the order of the band width and $L=\ln(W/D)$. Near the Fermi line, integration over $\xi$ gives, to leading logarithm,
\begin{equation}
\left\langle\frac{\eta^2}{E}\right\rangle\simeq
\left\langle\eta^2\delta(\xi)\right\rangle\int_{-W}^{W}\frac{d\xi'}{\sqrt{\xi'^2+D^2}}
\simeq2N_\eta L .
\label{eq:log}
\end{equation}
Replacing $D|\eta|$ by $D$ inside the root changes terms without the large logarithm.

Now use a trial state with $\sin\theta=D\eta/E$, treating $D$ as a free small parameter. Its pair amplitude is $\Delta=D\langle\eta^2/E\rangle\simeq2N_\eta DL$. Smearing the Fermi sea costs
\begin{equation}
\left\langle|\xi|-\frac{\xi^2}{E}\right\rangle\simeq N_\eta D^2L ,
\end{equation}
because the bracket tends to $D^2\eta^2/(2|\xi|)$ away from the Fermi line, on both sides of it. The adjustment of $\mu$ that keeps the density fixed is of order $D^2L$ and changes this cost at higher order. The change of $\chi$ also enters (\ref{eq:e}) quadratically, with a negative sign, which can only lower the energy. Hence
\begin{equation}
\delta e\lesssim N_\eta D^2L-\frac34g_sJ(2N_\eta DL)^2
=N_\eta D^2L\,(1-\lambda L),\qquad \lambda=3g_sJN_\eta .
\end{equation}
For sufficiently small $D$ the logarithm exceeds $1/\lambda$ and $\delta e$ is negative. The unpaired state is unstable at every doping between zero and one, however weak the coupling. The gap equation with (\ref{eq:log}) reads $1=\lambda L$. The terms without the large logarithm change only the prefactor, so in weak coupling, up to a factor that depends on doping,
\begin{equation}
D\sim W e^{-1/\lambda}.
\end{equation}
The dome thus has an exponentially small tail in place of the end point suggested by the straight line.

The logarithm can be seen numerically. With $A$ and $\mu$ held at their $x=0.30$ values, an integral along the Fermi line gives $N_\eta=0.330$ per eV. Halving $D$ should raise $\langle\eta^2/E\rangle$ by $2N_\eta\ln2=0.457$ per eV. Direct zone averages at $D=0.008$ and $0.004$ eV differ by 0.459 per eV. The coupling is $\lambda=3\times2.367\times0.1\times0.330=0.234$, so $e^{-1/\lambda}\approx0.014$: the exponential suppression is already strong at this doping.

\subsection*{Answer and its limits}

For $t/J=3$ the gap amplitude falls from 0.203 eV at half filling to 0.021 eV at $x=0.30$, while $\Phi$ rises from zero to a maximum at $x\approx0.18$ and then falls. Within this mean-field theory, restricted to $d$-wave pairing, there is no definite doping below $x=1$ at which pairing ends at zero temperature.

The tail is a property of the clean model with competing order excluded. Other pairing symmetries were compared only at $x=0.10$, so the tail does not show that $d$-wave pairing remains the best choice at large doping. A competing state with a finite energy advantage could replace superconductivity where the pairing energy is tiny. Near half filling, antiferromagnetic order was excluded by assumption, so the left side of the dome is a statement about the chosen family of states and not a phase diagram. The density was also assumed uniform. The energy (\ref{eq:e}) of the self-consistent solutions is a concave function of $x$ below about $x=0.02$, and the chord from $x=0$ is steepest near $x=0.03$. Below that doping the same theory therefore gives a lower energy to a mixture of undoped and doped regions than to the uniform state. Neither $D$ nor $\Phi$ is a transition temperature, which would require a calculation at finite temperature including fluctuations of the pair phase.
